Critical Central Charge for Binding Two Electrons at a Shallow Centre

**1. The physical question**

A neutral shallow donor in a cold semiconductor can capture a second electron. The donor is then overcharged: two electrons share a centre of charge +1, and a distant electron sees no net Coulomb attraction. At short range, however, the first electron screens the centre only partly, and the two electrons can also avoid each other. Together these effects let the second one stay. A double donor, of charge +2, holds two electrons easily. Going the other way, one may ask how far the central charge can be lowered below 1 before the second electron is lost. The answer is a pure number, and finding it is a test of numerical care, because the energy difference that decides the matter goes to zero there.

Take electrons of isotropic effective mass m* (in free-electron masses) in a uniform dielectric of relative permittivity ε. Measure length in a* = (ε/m*) Bohr radii and energy in Hartree* = (m*/ε²) Hartree. For a fixed point charge Z,

H = −½∇₁² − ½∇₂² − Z/r₁ − Z/r₂ + 1/r₁₂.

Both interactions are divided by the same ε, so Z is the ratio of the centre–electron coupling to the electron–electron coupling. A uniform dielectric cannot change it. A fractional Z is a model parameter here.

With one electron removed to infinity, the other has the energy −Z²/2. This is the threshold. The second electron is bound if the ground-state energy E(Z) lies below it, that is, if the gap

B(Z) = −Z²/2 − E(Z)

is positive. The ground state of H has no nodes and is symmetric in the two positions, so the spins form a singlet.

**2. There is one crossing, and it lies above Z = ½**

Write r = x/Z. The kinetic terms and the central attraction acquire a factor Z², while 1/r₁₂ becomes Z/x₁₂. Hence

H/Z² = h₁ + h₂ + λ/x₁₂, λ = 1/Z, h = −½∇² − 1/x,

with the fixed threshold −½. If some state ψ has an expectation value below −½ at one λ, the same ψ has a still lower one at every smaller λ, because 1/x₁₂ is positive. Binding at one Z therefore implies binding at every larger Z. At λ = 0 the energy is −1, so binding does occur. The bound region is Z > Zc, with a single Zc.

To see that Zc is not zero, let ψ be a real, normalized bound state with E < −Z²/2, and project the Schrödinger equation on r₁ψ:

0 = ½∫r₁ψ(−∇₁²ψ) − Z + ∫r₁ψ(−½∇₂² − Z/r₂ − E)ψ + ⟨r₁/r₁₂⟩.

The third term is positive: the weight r₁ does not involve electron 2, and the one-electron operator for electron 2 is nowhere below −Z²/2 > E. For the first term, integrate by parts, with n the unit vector along r₁:

∫r₁ψ(−∇₁²ψ) = ∫r₁|∇₁ψ|² + ∫ψ n·∇₁ψ = ∫r₁|∇₁ψ|² − ∫ψ²/r₁.

The last step uses ψ∇₁ψ = ½∇₁ψ² and ∇·n = 2/r₁. This is not negative, because expanding a square and using the same integration gives

0 ≤ ∫r₁|∇₁ψ + nψ/r₁|² = ∫r₁|∇₁ψ|² − 2∫ψ²/r₁ + ∫ψ²/r₁.

It follows that Z > ⟨r₁/r₁₂⟩. Exchange symmetry and the triangle inequality r₁ + r₂ ≥ r₁₂ give

⟨r₁/r₁₂⟩ = ½⟨(r₁ + r₂)/r₁₂⟩ ≥ ½.

So no centre with Z ≤ ½ binds two electrons in this model. This lower bound is rigorous but weak. The calculation below supplies close upper bounds.

**3. One trial function, by hand**

Take ψ = exp[−k(r₁ + r₂)]. Each electron contributes k²/2 to the kinetic energy and −Zk to the attraction. The density (k³/π)exp(−2kr) of one electron produces the potential 1/r − (1/r + k)exp(−2kr), and its average over the other electron is

4k³[1/(4k²) − 1/(16k²) − k·2/(64k³)] = k(1 − ¼ − ⅛) = 5k/8.

Thus E = k² − 2kZ + 5k/8. The minimum is at k = Z − 5/16, where E = −(Z − 5/16)². Setting this equal to −Z²/2 gives

Z − 5/16 = Z/√2, Z = (5/16)/(1 − 1/√2) = 1.067.

This trial function fails to bind the second electron even at Z = 1. That is no evidence against binding: a variational energy lies above the true one, so its crossing lies above Zc. An error of this size changes the qualitative answer, so a more flexible trial function is needed. The next section builds one that depends on r₁₂ as well as on r₁ and r₂.

**4. The Hylleraas space and its matrices**

The trial functions are exp[−k(r₁ + r₂)] times polynomials in r₁, r₂, r₁₂ of total degree up to Ω, symmetric in r₁ and r₂. The three distances obey triangle inequalities. The perimetric coordinates

u = r₂ + r₁₂ − r₁, v = r₁ + r₁₂ − r₂, w = r₁ + r₂ − r₁₂

remove these constraints: each runs independently from 0 to ∞. Their inverses are

r₁ = (v + w)/2, r₂ = (u + w)/2, r₁₂ = (u + v)/2.

For the volume element, the direction of r₁ gives 4πr₁²dr₁, and electron 2 gives 2πr₂²dr₂ d(cos θ). From r₁₂² = r₁² + r₂² − 2r₁r₂cos θ, at fixed r₁ and r₂, |d(cos θ)| = r₁₂dr₁₂/(r₁r₂). The product is 8π²r₁r₂r₁₂ dr₁dr₂dr₁₂. The Jacobian of the change to u, v, w is ¼, so

∫d³r₁d³r₂ f = 2π²∫ r₁r₂r₁₂ f du dv dw.

Since r₁ + r₂ = (u + v)/2 + w, a convenient basis at k = 1 is

[L_l(u)L_m(v) + L_m(u)L_l(v)] L_n(2w) exp[−(u + v)/2 − w],

where L is a Laguerre polynomial, l ≤ m and l + m + n ≤ Ω. It spans the Hylleraas space of degree Ω. The Laguerre polynomials are orthogonal under the exponential weight, and r₁r₂r₁₂ is at most quadratic in each coordinate, so the overlap vanishes once any index differs by more than 2 in both orderings of l and m.

The kinetic energy needs one further step. For symmetric ψ both electrons contribute equally, and integration by parts gives T = ∫|∇₁ψ|². With subscripts for derivatives,

∇₁ψ = ψ₁ r₁/|r₁| + ψ₁₂ (r₁ − r₂)/r₁₂ (bold vectors understood),

and the cosine between the two unit vectors is (r₁² + r₁₂² − r₂²)/(2r₁r₁₂). Therefore

|∇₁ψ|² = ψ₁² + ψ₁₂² + ψ₁ψ₁₂ (r₁² + r₁₂² − r₂²)/(r₁r₁₂).

The chain rule supplies ψ₁ = −ψ_u + ψ_v + ψ_w and ψ₁₂ = ψ_u + ψ_v − ψ_w.

After multiplication by r₁r₂r₁₂ all denominators cancel. Every integrand is an exponential times a polynomial of degree at most 2Ω + 3 in each coordinate. Gauss–Laguerre quadrature with Ω + 3 points per coordinate integrates degree 2Ω + 5, so there is no quadrature error apart from rounding.

Let S, T, V, W be the matrices of 1, the kinetic energy, 1/r₁ + 1/r₂ and 1/r₁₂ at k = 1. Rescaling all lengths by k gives

[k²T + k(W − ZV)]c = E S c.

The matrices are built once. A change of k or Z costs one more diagonalization.

**5. Tracking the crossing**

The direct procedure is as follows.

1. For chosen Ω and Z, find the lowest E and minimize it over k.
2. Compute E + Z²/2. A negative value proves binding, within rounding.
3. Bracket a change of sign in Z and close the bracket with a root finder.
4. Increase Ω and repeat until the root settles.

A shortcut gives the same root. In the scaled problem put κ = k/Z. A trial vector reaches the threshold when

cᵀ[κ²T − κV + λκW + ½S]c = 0.

Solved for λ, this is a ratio of two quadratic forms:

λ = cᵀ(κV − κ²T − ½S)c / (κ cᵀWc).

The denominator is positive. The largest λ attainable in the basis is thus the largest eigenvalue of

(κV − κ²T − ½S)c = λκWc,

maximized once more over κ. Every trial vector gives a λ that does not exceed the true critical coupling 1/Zc, so Zc ≤ 1/λ. The one-term function of Section 3 has T = 1, V = 2, W = 5/8 per unit S, so

λ = (8/5)[2 − κ − 1/(2κ)].

The maximum is at κ = 1/√2, where λ = (8/5)(2 − √2) = 0.937 and 1/λ = 1.067, as before.

The larger bases give

Ω = 2, 7 terms: 0.9207112
Ω = 4, 22 terms: 0.9129970
Ω = 6, 50 terms: 0.9114977
Ω = 8, 95 terms: 0.9111520
Ω = 10, 161 terms: 0.9110649
Ω = 12, 252 terms: 0.9110403
Ω = 14, 372 terms: 0.9110326

Root tracking at Ω = 14, with κ held at 0.439, close to its optimum, also gives 0.9110326.

**6. Error analysis**

*From energy to charge.* For a normalized eigenstate, the change of E with Z comes from the explicit Z in H alone (the Hellmann–Feynman theorem): dE/dZ = −⟨1/r₁ + 1/r₂⟩. Hence

dB/dZ = ⟨1/r₁ + 1/r₂⟩ − Z.

At the crossing this slope is 0.2455 Hartree* per unit Z at Ω = 14. It is still falling with Ω (0.2466, 0.2458, 0.2455 at Ω = 10, 12, 14) and settles near 0.2452, so only 0.245 is fixed; the estimates below do not depend on the fourth digit. A small variational energy error δE moves the crossing upward by about δE/0.2455, or four times its value in these units. An energy good to 10⁻⁶ Hartree* fixes Zc to about 4×10⁻⁶.

*Basis truncation.* The last four decreases of the bound, in units of 10⁻⁶, are 346, 87, 25 and 7.7. Successive ratios are 0.25, 0.28 and 0.31. If the last ratio persisted, the remaining decrease would be

7.7×10⁻⁶ × 0.31/(1 − 0.31) = 3.5×10⁻⁶.

The ratios are rising, so this is probably too small; with a ratio of ½ throughout, the remainder would be 7.7×10⁻⁶. The two assumptions put the limit between 0.911025 and 0.911029. This is an extrapolation and not a rigorous interval. What the variational principle supplies is Zc ≤ 0.911033, and the value supported by convergence is 0.91103.

*The tail.* At threshold the outer electron moves at zero energy in the net repulsion (1 − Z)/r. Its radial function obeys φ″ = 2(1 − Z)φ/r at large r, and to leading order

φ ~ exp[−2√(2(1 − Z)r)].

This falls more slowly than any exponential in r, whereas each basis function has an exponential tail. The optimal κ drifts from about 0.65 at Ω = 2 to about 0.44 at Ω = 14. The calculation does not establish what causes this drift or the rising ratios.

The repulsive tail also keeps the state finite in size at the crossing. The mean r₁ there is 4.100 a* at Ω = 12 and 4.123 a* at Ω = 14, a change of 0.6%; a basis with a more diffuse tail raises it by a further 0.6%, to about 4.15 a*, where it settles. The slope is consistent with this. If the outer electron escaped as Z approached Zc, it would contribute nothing to ⟨1/r₁ + 1/r₂⟩, the inner one would contribute Z, and the slope would vanish. It does not, so the gap closes linearly. At Z = 0.92 the linear law predicts

0.2455 × (0.92 − 0.91103) = 0.00220 Hartree*,

while the computed gap is 0.00229 Hartree*, 4% larger. At Z = 1 the law gives 0.0218 against 0.0278, so it is useful near the crossing and poor at the real donor.

*Reading a failed binding.* At Z = 0.90 and k = 0.40 Z the energy at Ω = 14 is −0.402487 Hartree*, above the threshold −0.405000. A smaller k lowers it by only about 2×10⁻⁵ Hartree*, which leaves it above the threshold. The true lower limit of the spectrum cannot lie above threshold, since one electron can always be taken away. The basis simply represents a removed electron badly. An energy above threshold alone therefore does not prove that binding is absent. The conclusion for Z = 0.90 rests on the convergence of the crossing, whose remaining error is far smaller than the distance 0.011.

*A different expansion.* The result can be examined without r₁₂ as a coordinate. Expand

ψ = Σ C(l,a,b) R_a(r₁)R_b(r₂)P_l(cos θ), l = 0 to 3,

where the R for given l are r^l exp(−kr) times associated Laguerre polynomials, 11 for each l, and the repulsion is expanded in multipoles. With k optimized, this configuration-interaction calculation gives a crossing at 0.91158, which is also an upper bound. It is higher by 0.00055. At Z = 1 its energy is −0.527601 Hartree*, against −0.527751 from the Hylleraas basis. The difference, 1.5×10⁻⁴, divided by the slope 0.2455 is 6×10⁻⁴, so the displacement of the crossing has the size expected from the energy error.

**7. A donor in the silicon regime**

Choose the rough values m* = 0.30 and ε = 11.7. Then

Hartree* = 27.211 eV × 0.30/11.7² = 59.63 meV, a* = 0.05292 nm × 11.7/0.30 = 2.064 nm.

The neutral donor, Z = 1, binds its electron by half a Hartree*, 29.8 meV. The second electron is bound by

(0.527751 − 0.500000) × 59.63 meV = 1.65 meV,

about 6% of the first binding. With m* and ε fixed, lowering the central charge reduces the gap to 0.65 meV at Z = 0.95 and 0.14 meV at Z = 0.92. The donor at Z = 1 thus has a margin of 0.089 in charge. Equivalently, since 1/Zc = 1.0977, the electron–electron repulsion could be almost 10% stronger, at every distance and with the central attraction unchanged, before the second electron was lost.

For the state at Z = 1, ⟨r₁/r₁₂⟩ = 0.663, between the limits ½ and Z of Section 2. The mean r₁ is 5.6 nm. Far out, the amplitude decays with the length

ℓ = a*/√(2B) = 2.064 nm/√(2 × 0.027751) = 8.8 nm.

The ideal double donor, Z = 2, is the opposite case. Its energy is −2.903724 Hartree* and its threshold −2. Removing the first electron costs 0.903724 × 59.63 = 53.9 meV, and removing the second costs 2 × 59.63 = 119.3 meV. Here the gap is large, and even the one-term function of Section 3, with E = −(27/16)² = −2.848 Hartree*, shows binding.

**8. What the isotropic model leaves out**

*Anisotropic mass.* Silicon's conduction valleys have rough masses 0.19 across and 0.92 along their axis. For one electron in one valley, the trial function exp[−√(ρ²/a² + z²/b²)], with a and b optimized numerically, gives a binding of 29.6 meV. An isotropic mass with the same mean inverse mass, 0.258, gives 25.7 meV. The difference, 3.9 meV, exceeds the whole second-electron binding. The choice m* = 0.30 makes up for it to within about 0.2 meV for the neutral donor, but that does not show that it does so for two electrons. There are also several equivalent valleys, and the two electrons may occupy different ones. The model omits this, and its effect has not been sized.

*Central cell.* Close to the impurity the potential is not that of a point charge in a dielectric. Represent the difference by a short-range attraction −Uδ(r). In first order it lowers the one-electron energy by U/π, since the density at the centre is 1/π. It lowers the two-electron energy by 2Uρ, where ρ is the density per electron there; the Hylleraas state has ρ = 0.16455 a*⁻³. The second binding grows by

2Uρ − U/π = (2πρ − 1)(U/π).

For a rough one-electron shift of 14 meV the first-order formula gives 0.0339 × 14 = 0.47 meV, already nearly 30% of the second binding. Most of the shift cancels because it appears in both charge states. The cancellation also amplifies errors: the configuration-interaction density, 0.16479, differs by 0.15%, yet changes 2πρ − 1 by about 4%. First order is itself strained, since 14 meV is nearly half the neutral binding. An attraction of short but finite range that causes the same one-electron shift can raise the second binding by more than this, by an amount that depends on the range: for a well −U exp(−r/d) treated without perturbation theory, the rise is about 0.7, 0.9 and 1.8 meV at d = 0.05, 0.1 and 0.25 a*. The value 0.47 meV thus shows only that the effect is not negligible.

*Temperature, field and neighbours.* At 4.2 K, kT is 0.36 meV, about a fifth of the second binding; the two are equal at 19 K. In thermal equilibrium the second electron is lost well below 19 K, because the conduction band offers it so many states; even at 4.2 K few donors hold one unless free electrons are plentiful. A field of B/(eℓ) = 1.9 kV/cm drops the full binding energy over one decay length, and the isolated bound state is then no longer a usable description. This is not a safe limit: tunnelling through the lowered barrier can already remove the electron within about a nanosecond at fields a few times smaller. At a donor density of 10¹⁵ cm⁻³ the spacing, taken as the inverse cube root, is 100 nm, or 11 decay lengths, so direct overlap of the tails is small. This covers neutral neighbours only. Randomly placed donors have their nearest neighbour at about 55 nm on average, and a charged centre acts from much further than the tails reach: its Coulomb energy e²/(εR) is 1.2 meV at 100 nm, comparable with the second binding, and its field at 55 nm is 0.4 kV/cm, already in the range of fast tunnelling. Where ionized centres are present at such distances, the isolated-centre picture fails.

*Beside real donors.* Measured second-electron bindings at isolated shallow donors in silicon are roughly 2 meV, the size found here. Given the effects just listed, this closeness does not validate the isotropic model in detail. For double donors the model fails by a large factor: sulphur in silicon has removal energies of roughly 0.3 and 0.6 eV, against 0.054 and 0.119 eV here. At such strong binding neither the point-charge potential at short range nor the single effective mass can be trusted, and a first-order correction is useless. The number 0.91103 belongs to two electrons of isotropic mass with pure Coulomb forces. Applied to a real centre, it indicates how small the Coulomb margin of the second electron is; it does not by itself decide whether a particular impurity binds one.
